\section*{Thermal sticking over a sharp barrier: normal versus total translational energy}

\section{The decision}

A growth simulation needs a sticking probability, and a calculation of the surface reaction supplies a barrier $E$. To turn one into the other, one must decide which part of the molecule's translational energy can be spent on the barrier: the part carried by motion along the surface normal, or all of it. For a barrier of $0.40$ eV and a gas at $900$ K, the second choice gives a growth rate about six times that of the first, with every other input held fixed.

For a thermal flux the two choices give
\begin{align}
S_n &= f\,e^{-x}, \label{Sn}\\
S_t &= f\,(1+x)\,e^{-x}, \qquad x=\frac{E}{kT}, \label{St}
\end{align}
where $n$ stands for normal-energy control and $t$ for total-translational-energy control. The number $f$ is the probability of reaction once the energy condition is met. It allows for unfavourable orientations and impact sites, and is taken to be independent of energy, angle and temperature. A bare sharp barrier has $f=1$.

\section{The model and the average that defines sticking}

The gas is dilute, classical and at rest as a whole, with temperature $T$, pressure $p$, number density $N=p/kT$ and molecular mass $m$. The surface is flat and rigid. Let $v_z>0$ mean motion towards it. The velocity distribution is
\begin{equation}
g(\mathbf v)=N\left(\frac{m}{2\pi kT}\right)^{3/2}
\exp\left(-\frac{m v^2}{2kT}\right).
\end{equation}
Sticking must be rare enough, or the gas replenished well enough, for the incoming half of this distribution to remain undisturbed.

In a time $dt$, molecules of velocity $\mathbf v$ reach the surface from a layer of thickness $v_z\,dt$. Arrivals are therefore weighted by $v_z g$, not by $g$. If $P(\mathbf v)$ is the reaction probability of one molecule,
\begin{equation}
S=\frac{1}{F}\int_{v_z>0} v_z\,g(\mathbf v)\,P(\mathbf v)\,d^3v ,
\qquad F=\int_{v_z>0} v_z\,g(\mathbf v)\,d^3v .
\label{def}
\end{equation}
In $F$ the two parallel components integrate to unity, and $\int_0^\infty v_z e^{-mv_z^2/2kT}dv_z=kT/m$, so
\begin{equation}
F=N\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=N\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .
\label{F}
\end{equation}
A sharp barrier means $P=f$ when the controlling energy exceeds $E$ and $P=0$ otherwise.

\section{First derivation: normal and parallel energies}

Separate the motion into its normal part and its parallel part, with $v_\parallel^2=v_x^2+v_y^2$, and define
\begin{equation}
a=\frac{m v_z^2}{2kT},\qquad b=\frac{m v_\parallel^2}{2kT}.
\end{equation}
Then $v_z\,dv_z=(kT/m)\,da$. In the surface plane $dv_x\,dv_y=v_\parallel\,dv_\parallel\,d\phi$, and the integral over $\phi$ gives $2\pi(kT/m)\,db$. The arriving flux becomes
\begin{equation}
dF=N\left(\frac{m}{2\pi kT}\right)^{3/2}2\pi\left(\frac{kT}{m}\right)^2
e^{-a-b}\,da\,db
=F\,e^{-a}e^{-b}\,da\,db ,
\label{joint}
\end{equation}
because the prefactor is $N\sqrt{kT/2\pi m}$. Both energies are exponentially distributed, but for different reasons: the normal one because of the flux factor $v_z$, the parallel one because it belongs to two components.

Under normal control the condition is $a>x$, with $b$ free:
\begin{equation}
\frac{S_n}{f}=\int_x^\infty e^{-a}da\int_0^\infty e^{-b}db=e^{-x}.
\end{equation}
Under total control the condition is $a+b>x$. The molecules with $a>x$ satisfy it already. Those with $a<x$ need $b>x-a$, and they add
\begin{equation}
\int_0^x e^{-a}\left[\int_{x-a}^\infty e^{-b}db\right]da
=\int_0^x e^{-a}e^{-(x-a)}da=x\,e^{-x}.
\label{extra}
\end{equation}
The sum is $(1+x)e^{-x}$, which proves (\ref{St}). The added term counts the molecules that have enough energy in total but too little along the normal.

The flux weight matters. Averaging over the molecules in a volume that move towards the surface, without the factor $v_z$, would give for $f=1$
\begin{align}
\text{normal:}\quad &\frac{2}{\sqrt\pi}\int_{\sqrt x}^\infty e^{-w^2}dw
=\operatorname{erfc}\sqrt x ,\\
\text{total:}\quad &\frac{4}{\sqrt\pi}\int_{\sqrt x}^\infty w^2e^{-w^2}dw
=\operatorname{erfc}\sqrt x+2\sqrt{\frac{x}{\pi}}\,e^{-x},
\end{align}
where $w=v_z\sqrt{m/2kT}$ in the first line and $w=v\sqrt{m/2kT}$ in the second, which follows by parts from $w^2e^{-w^2}=-\tfrac12 w\,d(e^{-w^2})/dw$. These describe the composition of the gas, not of the arrivals. At $x=5.16$ they are too small by factors of $4.4$ and $2.2$.

\section{Second derivation: speed and angle}

Now use the speed $v$ and the angle of incidence $\theta$ from the normal, so that $v_z=v\cos\theta$ and $d^3v=v^2dv\,\sin\theta\,d\theta\,d\phi$. Let $y=mv^2/2kT$ be the total translational energy in units of $kT$. Since $v^2=2kTy/m$ and $v\,dv=(kT/m)dy$,
\begin{equation}
v^3dv=2\left(\frac{kT}{m}\right)^2 y\,dy .
\end{equation}
The integral over $\phi$ gives $2\pi$, and the constants again combine into $F$:
\begin{equation}
dF=F\;y\,e^{-y}dy\;\,2\cos\theta\sin\theta\,d\theta .
\end{equation}
With $u=\cos^2\theta$, $|du|=2\cos\theta\sin\theta\,d\theta$, and therefore
\begin{equation}
\frac{dF}{F}=y\,e^{-y}\,dy\,du,\qquad 0<y<\infty,\quad 0<u<1 .
\label{polar}
\end{equation}
Total energy and direction are independent, and $u$ is uniformly distributed.

Total control involves $y$ alone:
\begin{equation}
\frac{S_t}{f}=\int_x^\infty y e^{-y}dy
=\Big[-y e^{-y}\Big]_x^\infty+\int_x^\infty e^{-y}dy=(1+x)e^{-x}.
\end{equation}
Normal control requires $yu>x$. At a given $y>x$ this means $u>x/y$, which holds for a fraction $1-x/y$ of the directions:
\begin{equation}
\frac{S_n}{f}=\int_x^\infty y e^{-y}\left(1-\frac{x}{y}\right)dy
=\int_x^\infty (y-x)e^{-y}dy=e^{-x},
\label{normalpolar}
\end{equation}
where the last step substitutes $y=x+t$ and uses $\int_0^\infty te^{-t}dt=1$.

Doing the $y$ integral first, at fixed angle, gives the sticking of a collimated thermal effusive beam under normal control:
\begin{equation}
s_n(\theta)=f\left(1+\frac{x}{\cos^2\theta}\right)
\exp\left(-\frac{x}{\cos^2\theta}\right).
\label{beam}
\end{equation}
Under total control the beam sticks with probability $f(1+x)e^{-x}$ at every angle. At normal incidence the two laws agree, since all the energy is then normal energy. The average of (\ref{beam}) over directions returns (\ref{Sn}), because
\begin{equation}
\frac{d}{du}\left(u\,e^{-x/u}\right)=\left(1+\frac{x}{u}\right)e^{-x/u},
\qquad \Big[u\,e^{-x/u}\Big]_0^1=e^{-x}.
\end{equation}
The whole difference between the laws thus comes from oblique arrivals.

\section{What each derivation assumes}

Both derivations share the energy step, the constant $f$ and the flat, rigid surface. They use different properties of the Maxwell distribution, and so they extend to different gases.

The first uses the independence of normal and parallel motion. For normal control the parallel distribution drops out altogether. Suppose the two motions have different temperatures, $T_z$ and $T_\parallel$. Then $S_n=f\exp(-E/kT_z)$, while the steps leading to (\ref{extra}) give
\begin{align}
\frac{S_t}{f}&=e^{-E/kT_z}+\int_0^E\frac{d\varepsilon}{kT_z}\,
e^{-\varepsilon/kT_z}\,e^{-(E-\varepsilon)/kT_\parallel}\nonumber\\
&=\frac{T_\parallel e^{-E/kT_\parallel}-T_z e^{-E/kT_z}}{T_\parallel-T_z}.
\end{align}
As $T_\parallel\to T_z=T$ this becomes $d(Te^{-E/kT})/dT=(1+x)e^{-x}$, as it should.

The second uses isotropy: at each speed, all incoming directions are equally populated. The energies need not be thermal. If $q(\varepsilon)$ is the normalized energy distribution of the arrivals,
\begin{equation}
S_t=f\int_E^\infty q\,d\varepsilon,\qquad
S_n=f\int_E^\infty\left(1-\frac{E}{\varepsilon}\right)q\,d\varepsilon .
\end{equation}
For an isotropic gas of a single energy $\varepsilon>E$, the ratio $S_n/S_t$ is $1-E/\varepsilon$. Just above threshold, normal control admits only molecules close to normal incidence. A directed beam satisfies neither (\ref{joint}) nor (\ref{polar}); for a thermal beam, (\ref{beam}) applies instead.

\section{Limits and apparent activation energy}

For a low barrier, $S_n/f\simeq1-x$ and $S_t/f\simeq1-x^2/2$. The loss is of second order under total control because few arrivals have a small total energy: their distribution $ye^{-y}$ vanishes at $y=0$. For a high barrier both probabilities are small, and their ratio $1+x$ grows as $E/kT$.

Let $\beta=1/kT$, and define the apparent activation energy as $-d\ln S/d\beta$ at fixed $E$ and $f$. Normal control gives $E$. Total control gives
\begin{equation}
E_t=-\frac{d}{d\beta}\left[\ln(1+\beta E)-\beta E\right]
=E-\frac{E}{1+x}=E\,\frac{x}{1+x}.
\label{Ea}
\end{equation}
This is the mean energy of the reacting molecules minus that of all arrivals, $2kT$. Under total control the former is
\begin{equation}
kT\,\frac{\int_x^\infty y^2e^{-y}dy}{(1+x)e^{-x}}
=kT\,\frac{x^2+2x+2}{1+x}=2kT+kT\,\frac{x^2}{1+x},
\end{equation}
and $kT\,x^2/(1+x)$ equals (\ref{Ea}). Under normal control the reacting molecules average $(x+1)kT$ in normal energy and $kT$ in parallel energy, an excess of $x\,kT=E$. A growth rate at fixed pressure also contains $F\propto T^{-1/2}$, which lowers its apparent activation energy by $kT/2$ in either case.

\section{A worked case: silicon from silane}

Take $T=900$ K, $p=1$ mTorr, $m=32$ u, $E=0.40$ eV and $f=0.02$. Then $kT=0.07756$ eV and $x=0.40/0.07756=5.16$. For $f=1$,
\begin{equation}
e^{-x}=5.76\times10^{-3},\qquad
(1+x)e^{-x}=6.16\times5.76\times10^{-3}=3.54\times10^{-2}.
\end{equation}
As a test, two million Maxwell velocities were sampled and weighted by $v_z$. They gave $(5.64\pm0.16)\times10^{-3}$ and $(3.48\pm0.03)\times10^{-2}$, within one and two standard errors of the formulas.

With $f=0.02$, $S_n=1.15\times10^{-4}$ and $S_t=7.09\times10^{-4}$. Equation (\ref{F}) gives $F=2.07\times10^{17}$ cm$^{-2}$ s$^{-1}$. If each reacted molecule leaves one silicon atom in a crystal of $5.00\times10^{22}$ atoms per cm$^3$, normal control gives the growth rate
\begin{equation}
\frac{2.07\times10^{17}\times1.15\times10^{-4}}{5.00\times10^{22}}
\ \text{cm/s}=4.8\times10^{-3}\ \text{nm/s}=0.29\ \text{nm/min},
\end{equation}
and total control gives $1.76$ nm/min.

One measured rate could not decide between the laws: total control with $f=0.02/6.16=0.0032$ would give the same $0.29$ nm/min. Nor could one measured slope. The apparent activation energies are $0.400$ and $0.335$ eV for the same barrier, but solving (\ref{Ea}) for $E$ shows that total control with $E=0.467$ eV would also give $0.400$ eV at this temperature. Angle separates the laws more clearly. For a thermal beam with $f=1$, normal control gives $3.5\times10^{-2}$ at $0^\circ$, $8.1\times10^{-3}$ at $30^\circ$ and $2.4\times10^{-8}$ at $60^\circ$; total control gives $3.5\times10^{-2}$ at all three. This contrast holds for a barrier that only translation can cross; vibrational energy in a hot beam can remove most of it, as the next section shows.

\section{How far the real process departs from the model}

These parameters are rough choices in the regime of low-pressure, hot-wall growth of silicon from silane; $E$ and $f$ are not measured constants of that reaction. With a rough molecular diameter of $0.5$ nm the mean free path is about $8$ cm, so between parallel surfaces less than about $3$ cm apart most molecules arrive straight from a wall (about $55\%$ at $3$ cm, $80\%$ at $1$ cm); the gap must be well below the mean free path because oblique paths are longer than the gap. The value of $T$ then relies on that wall being hot and bringing them to its temperature. The most serious omission sized here is molecular vibration. With rough harmonic frequencies its mean thermal energy is $0.20$ eV, half the barrier. If all of it lowers the barrier, $S_n$ rises by a factor of $41$ and $S_t$ by $10$, and their ratio falls from $6.2$ to $1.5$. The choice of translational law then matters much less, and the angular test weakens too: for $f=1$ a thermal beam under normal control gives $0.36$, $0.29$ and $0.18$ at $0^\circ$, $30^\circ$ and $60^\circ$, against $0.36$ at every angle under total control. If half of the vibrational energy counts, the factors are $9$ and $4$ and the ratio is $2.9$. Full conversion is not an upper bound, since vibrational energy can be more effective than the same translational energy.

The other effects were sized one at a time, with the remaining inputs held fixed.

\begin{itemize}
\item \textbf{Gas temperature.} In a cold-wall reactor the gas can be cooler than the wafer. At $600$ K, $S_n$ falls to $0.076$ and $S_t$ to $0.108$ of its value at $900$ K. The temperature in (\ref{Sn}) and (\ref{St}) is that of the arriving gas.

\item \textbf{Spread of barriers.} For a Gaussian spread of standard deviation $\sigma=0.05$ eV, let $s=\sigma/kT=0.645$. Averaging $e^{-x}$ multiplies $S_n$ by $e^{s^2/2}=1.23$. Averaging $(1+x)e^{-x}$ multiplies $S_t$ by $e^{s^2/2}(1+x-s^2)/(1+x)=1.15$. For the beam at $60^\circ$, $x$ and $s$ in the second factor are both divided by $\cos^2\theta=1/4$, and the factor becomes about $19$. The value at that angle is therefore much more sensitive to the spread than the thermal averages are, though it stays far below the value at normal incidence.

\item \textbf{Tunnelling.} A parabolic barrier top with an imaginary frequency of $1000$ cm$^{-1}$ raises $S_n$ by $11.5\%$ and $S_t$ by $7.5\%$.

\item \textbf{Adsorbed hydrogen.} Suppose each silane leaves four hydrogen atoms and needs two free sites. The steady coverage $\vartheta$ obeys $4FS(1-\vartheta)^2=k_dN_s\vartheta$, where $N_s$ is the site density and $k_d$ the desorption rate. With $N_s=6.8\times10^{14}$ cm$^{-2}$ and a rough $k_d=10$ s$^{-1}$, $\vartheta$ is $0.014$ under normal control and $0.074$ under total control. Blocking lowers the ratio of growth rates from $6.2$ to $5.4$. This is sensitive to $k_d$: for $1$ s$^{-1}$ the coverages are $0.11$ and $0.36$ and the ratio is $3.2$. Blocking also carries the desorption energy into the temperature slope. With a rough $2.5$ eV and $k_d=10$ s$^{-1}$, the apparent activation energies of the growth rate at fixed pressure rise from $0.36$ and $0.30$ eV to $0.42$ and $0.60$ eV, so a measured growth slope need not reflect the sticking barrier.
\end{itemize}

Rotational energy, motion of the surface atoms and any dependence of $f$ on energy or angle have not been sized. Equations (\ref{Sn}) and (\ref{St}) also require a thermal flux from the whole hemisphere above the surface. If some directions are missing, normal control needs (\ref{beam}) averaged over those that remain, with equal weight in $u=\cos^2\theta$. For $x=5.16$ and $f=1$, arrivals confined to within $30^\circ$ of the normal give $2.0\times10^{-2}$ instead of $5.8\times10^{-3}$. For a simulation in which the whole hemisphere contributes, (\ref{Sn}) and (\ref{St}) can serve as two trial laws, provided that $f$ is fitted separately for each. The fitted $f$ then absorbs part of what the model omits, and should not be carried to another gas temperature without a new check. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Gas temperature: 900 K; pressure: 1.0 mTorr
Barrier E: 0.40 eV; open fraction f: 0.02
Molecular mass: 32 u; Si cell edge: 0.543 nm
kT: 0.07756 eV; x = E/kT: 5.1576
Impingement flux: 2.0699e+17 cm^-2 s^-1
exp(-x), normal control, f=1: 5.7557e-03
x exp(-x), oblique extra, f=1: 2.9685e-02
(1+x)exp(-x), total control, f=1: 3.5441e-02
Velocity quadrature, normal: 5.7557e-03; total: 3.5441e-02
Monte Carlo, normal: 5.638e-03 +/- 1.6e-04
Monte Carlo, total: 3.484e-02 +/- 3.1e-04
Ratio total/normal: 6.158
Wrong density weighting, normal: 1.319e-03; total: 1.607e-02
Sticking with f, normal: 1.151e-04; total: 7.088e-04
Si atom density: 4.997e+22 cm^-3
Growth rate, normal: 0.286 nm/min; total: 1.762 nm/min
Beam at 0 deg, normal control, f=1: 3.544e-02
Beam at 30 deg, normal control, f=1: 8.125e-03
Beam at 60 deg, normal control, f=1: 2.374e-08
Cosine average of beam sticking, f=1: 5.7557e-03
Apparent activation, normal: 0.4000 eV; total: 0.3350 eV
Mean energy of all arrivals: 0.1551 eV
Mean energy of reacting, normal: 0.5551 eV; total: 0.4902 eV
Barrier spread (std dev): 0.05 eV; s = sigma/kT: 0.6447
Spread factor, normal: 1.231; total: 1.148
Barrier-top wavenumber: 1000 cm^-1; u: 1.5986
Tunnelling factor, normal: 1.115; total: 1.075
Rough vibrations: 4 at 2200, 5 at 950 cm^-1
Mean thermal vibrational energy: 0.199 eV
Full vibrational help, factor normal: 40.81; total: 10.19
Cool gas: 600 K; x: 7.736
Cool gas, f=1, normal: 4.367e-04; total: 3.815e-03
Cool/hot sticking, normal: 0.0759; total: 0.1076
H desorption inputs: 1e+15 s^-1, 2.5 eV
H desorption rate: 10.01 s^-1; sites: 6.78e+14 cm^-2
H coverage, normal: 0.0137; total: 0.0741
Ratio total/normal with H blocking: 5.426
Mean free path: 8.4 cm (diameter 0.5 nm)
\end{verbatim}
